# Spurious splitting of open p shells and current-corrected kinetic energy density: test program

```python
"""
Result under test: for one p electron outside closed s shells, the m=0 and m=1
determinants are degenerate with exact exchange, but semilocal exchange splits
them. The current correction of the kinetic energy density,
    t_corrected = t - m_e j^2 / (2 n)      (for each spin),
restores the exact curvature of the exchange hole and reduces the splitting of
the Becke-Roussel functional.

Symbols: n = density of one spin, t = its kinetic energy density,
j = its paramagnetic current density, F0 and F2 = Slater integrals of the p shell,
splitting = E(m=1) - E(m=0), with identical radial orbitals, exchange only.
Internally lengths are in Bohr radii and energies in hartree. There
tau = sum |grad phi|^2 = 2 t, and J = Im sum phi* grad phi.
Only the spin that holds the p electron contributes to exchange differences.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.special import beta, gamma, gammainc
from pyscf import gto
from pyscf.dft import libxc

BOHR_PM = constants.physical_constants["Bohr radius"][0] * 1e12
BOHR_NM = BOHR_PM * 1e-3
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
MEV = 1000 * HARTREE_EV
LENGTHS = (11.0, 40.0, 44.0)      # decay lengths of 1s, 2s, 2p in pm


def s_orbitals(r, a, b):
    """Orthonormal 1s and 2s orbitals with first and second radial derivatives."""
    n1, n2 = np.sqrt(a**3 / np.pi), np.sqrt(b**5 / (3 * np.pi))
    e1, e2 = n1 * np.exp(-a * r), n2 * np.exp(-b * r)
    first = np.array([e1, -a * e1, a * a * e1])
    second = np.array([r * e2, (1 - b * r) * e2, (b * b * r - 2 * b) * e2])
    overlap = 4 * np.pi * n1 * n2 * 6 / (a + b)**4
    return first, (second - overlap * first) / np.sqrt(1 - overlap**2)


def fields(r, mu, m, lengths=LENGTHS, core=True):
    """n, |grad n|^2, laplacian of n, tau and J^2; mu = cos(polar angle)."""
    a, b, z = [BOHR_PM / x for x in lengths]
    sin2 = 1 - mu**2
    h = z**5 / np.pi * np.exp(-2 * z * r)
    h1, h2 = -2 * z * h, 4 * z * z * h
    w = r**2 * (mu**2 if m == 0 else sin2 / 2)
    n = h * w
    grad_r = h1 * w + 2 * h * w / r
    grad_t = (-2 if m == 0 else 1) * h * r * mu * np.sqrt(sin2)
    lap = w * (h2 + 2 * h1 / r) + 4 * h1 * w / r + 2 * h
    tau = h * (z * z * w - 2 * z * w / r + 1)
    J2 = np.zeros_like(n) if m == 0 else h**2 * r**2 * sin2 / 4
    if core:
        for u, u1, u2 in s_orbitals(r, a, b):
            n = n + u * u
            grad_r = grad_r + 2 * u * u1
            lap = lap + 2 * (u1 * u1 + u * (u2 + 2 * u1 / r))
            tau = tau + u1 * u1
    return n, grad_r**2 + grad_t**2, lap, tau, J2


def make_grid(nr=220, na=48):
    x, wx = np.polynomial.legendre.leggauss(nr)
    y, wy = np.polynomial.legendre.leggauss(na)
    t, mu = (x + 1) / 2, (y + 1) / 2
    r = 25 * t**2
    weight = np.outer(4 * np.pi * r**2 * 50 * t * wx / 2, wy / 2)
    rr, mm = np.meshgrid(r, mu, indexing="ij")
    return rr.ravel(), mm.ravel(), weight.ravel()


GRID = make_grid()


def curvature(n, g2, lap, tau, J2):
    return (lap - 2 * (tau - g2 / (4 * n) - J2 / n)) / 6


def br_potential(n, q_hole):
    """Potential of the normalized exponential hole with given n and curvature."""
    target = 3 * q_hole / (2 * np.pi**(2 / 3) * n**(5 / 3))
    low, high = np.zeros_like(n), np.full_like(n, 300.0)
    for _ in range(75):
        x = (low + high) / 2
        below = (1 - 2 / x) * np.exp(2 * x / 3) < target
        low, high = np.where(below, x, low), np.where(below, high, x)
    x = (low + high) / 2
    distance = x * np.exp(-x / 3) / (8 * np.pi * n)**(1 / 3)
    return -(-np.expm1(-x) - x * np.exp(-x) / 2) / distance


def exchange(name, m, current=False, lengths=LENGTHS, core=True, grid=GRID):
    r, mu, weight = grid
    n, g2, lap, tau, J2 = fields(r, mu, m, lengths, core)
    if not current:
        J2 = np.zeros_like(n)
    if name == "BR":
        per_electron = br_potential(n, curvature(n, g2, lap, tau, J2)) / 2
    elif name == "LSDA":
        per_electron = -0.75 * (3 / np.pi)**(1 / 3) * (2 * n)**(1 / 3)
    else:
        zero = np.zeros_like(n)
        rho = [2 * n, 2 * np.sqrt(g2), zero, zero]
        if name != "PBE":
            rho += [2 * lap, tau - J2 / n]
        per_electron = np.asarray(libxc.eval_xc(name + ",", np.array(rho))[0])
    return np.sum(weight * n * per_electron)


def slater_integral(k, length):
    b = 2 * BOHR_PM / length
    norm = b**5 / 24

    def integrand(r):
        inner = norm * gamma(5 + k) / b**(5 + k) * gammainc(5 + k, b * r)
        return 2 * norm * r**(3 - k) * np.exp(-b * r) * inner
    return quad(integrand, 0, 60 / b, epsabs=1e-13, epsrel=1e-11)[0]


def splitting(name, current=False, lengths=LENGTHS, core=True, grid=GRID):
    dx = (exchange(name, 1, current, lengths, core, grid)
          - exchange(name, 0, current, lengths, core, grid))
    return dx - 3 * slater_integral(2, lengths[2]) / 50


# Hartree difference from Fourier transforms, without a multipole expansion
F0, F2 = slater_integral(0, LENGTHS[2]), slater_integral(2, LENGTHS[2])
zeta = BOHR_PM / LENGTHS[2]
angle, angle_weight = np.polynomial.legendre.leggauss(12)


def hartree_fourier(m):
    b = 2 * zeta
    amplitude = 8 * np.pi * b * zeta**5 / np.pi

    def integrand(k):
        d = b * b + k * k
        g1, g2 = -2 * amplitude / d**3, 6 * amplitude / d**4
        part = 4 * angle**2 if m == 0 else 2 * (1 - angle**2)
        return np.sum(angle_weight * (-2 * g1 - part * k * k * g2)**2)
    return quad(integrand, 0, np.inf, epsabs=1e-13, epsrel=1e-10)[0] / (2 * np.pi)


hartree_0, hartree_1 = hartree_fourier(0), hartree_fourier(1)
assert abs(hartree_1 - hartree_0 + 3 * F2 / 50) < 1e-8
assert abs(hartree_0 - (F0 + 4 * F2 / 25) / 2) < 1e-8

# Exact exchange with closed s shells and complex orbitals, in a Gaussian basis
center = gto.M(atom="H 0 0 0", spin=1, verbose=0, basis={
    "H": [[0, [3.0, 1.0]], [0, [0.4, 1.0]], [1, [0.4, 1.0]]]})
eri = center.intor("int2e", aosym="s1").reshape(5, 5, 5, 5)
core_matrix = np.zeros((5, 5), complex)
core_matrix[:2, :2] = np.linalg.inv(center.intor("int1e_ovlp")[:2, :2])


def hartree_and_exchange(up):
    total = up + core_matrix
    hartree = np.einsum("ijkl,ij,kl", eri, total, total).real / 2
    ex = -sum(np.einsum("ijkl,ik,lj", eri, d, d).real
              for d in (up, core_matrix)) / 2
    return hartree, ex


p0 = np.array([0, 0, 0, 0, 1], complex)
p1 = -np.array([0, 0, 1, 1j, 0]) / np.sqrt(2)
up0 = core_matrix + np.outer(p0, p0.conj())
up1 = core_matrix + np.outer(p1, p1.conj())
h0, x0 = hartree_and_exchange(up0)
h1, x1 = hartree_and_exchange(up1)
h_real, x_real = hartree_and_exchange(up1.real.astype(complex))
gauss_F2 = 25 * eri[2, 3, 2, 3] / 3
gauss_F0 = eri[2, 2, 2, 2] - 4 * gauss_F2 / 25
assert abs(h1 + x1 - h0 - x0) < 1e-10 and abs(h1 - h0) > 1e-3
assert abs(h1 - h0 + 3 * gauss_F2 / 50) < 1e-10
assert abs(h_real - h1) < 1e-10
assert abs(x_real - x1 - gauss_F0 / 4 + gauss_F2 / 20) < 1e-10

# Curvature of the exchange hole by direct averaging over directions
POINT_PM, POINT_DEG = 60.0, 60.0
r0, th0 = POINT_PM / BOHR_PM, np.radians(POINT_DEG)
point = r0 * np.array([np.sin(th0), 0, np.cos(th0)])


def orbitals_m1(xyz):
    r = np.linalg.norm(xyz, axis=-1)
    a, b, z = [BOHR_PM / x for x in LENGTHS]
    s1, s2 = s_orbitals(r, a, b)
    p = -np.sqrt(z**5 / (2 * np.pi)) * np.exp(-z * r) * (xyz[..., 0] + 1j * xyz[..., 1])
    return np.array([s1[0], s2[0], p])


def averaged_hole_slope(s):
    phi = 2 * np.pi * np.arange(24) / 24
    c, f = np.meshgrid(angle, phi, indexing="ij")
    q = np.sqrt(1 - c * c)
    directions = np.stack([q * np.cos(f), q * np.sin(f), c], axis=-1)
    here, there = orbitals_m1(point), orbitals_m1(point + s * directions)
    density = np.sum(abs(here)**2)
    hole = abs(np.einsum("i,iab->ab", here.conj(), there))**2 / density
    average = np.sum(angle_weight[:, None] * hole) / (2 * len(phi))
    return (average - density) / s**2


q_direct = (4 * averaged_hole_slope(0.01) - averaged_hole_slope(0.02)) / 3
local = fields(np.array([r0]), np.array([np.cos(th0)]), 1)
n_loc, g2_loc, lap_loc, tau_loc, J2_loc = [v[0] for v in local]
q_with = curvature(n_loc, g2_loc, lap_loc, tau_loc, J2_loc)
q_without = curvature(n_loc, g2_loc, lap_loc, tau_loc, 0.0)
assert abs(q_direct - q_with) < 1e-3 * abs(q_with - q_without)

# For a lone p orbital the corrected kinetic excess vanishes for both m
for m in (0, 1):
    n, g2, lap, tau, J2 = fields(GRID[0], GRID[1], m, core=False)
    assert np.max(abs(tau - g2 / (4 * n) - J2 / n) / tau) < 1e-9
    if m == 1:
        assert np.max((tau - g2 / (4 * n)) / tau) > 0.1

# Angular factors of local exchange for a lone p electron
factor_0 = 3**(4 / 3) * 3 / 11
factor_1 = 1.5**(4 / 3) * beta(0.5, 7 / 3) / 2
lone_lsda = [exchange("LSDA", m, core=False) for m in (0, 1)]
assert abs(lone_lsda[0] / lone_lsda[1] - factor_0 / factor_1) < 1e-6

# Becke-Roussel solver: exact for hydrogen 1s, and deeper for larger curvature
r, mu, weight = GRID
n_h = np.exp(-2 * r) / np.pi
e_h = np.sum(weight * n_h * br_potential(n_h, n_h * (4 - 4 / r) / 6)) / 2
assert abs(e_h + 5 / 16) < 1e-6
trial_q = np.linspace(-20, 20, 401)
assert np.all(np.diff(br_potential(np.ones(401), trial_q)) < 0)

# Splittings
results = {name: splitting(name) for name in ("LSDA", "PBE", "TPSS", "SCAN", "BR")}
corrected = {name: splitting(name, True) for name in ("TPSS", "SCAN", "BR")}
coarse = splitting("BR", True, grid=make_grid(150, 32))
grid_change = abs(coarse - corrected["BR"])
assert grid_change * MEV < 0.1
assert all(abs(v) * MEV > 0.1 for v in results.values())
assert abs(corrected["BR"]) > 10 * grid_change
scan = []
for length in (36.0, 44.0, 52.0):
    trial = (LENGTHS[0], LENGTHS[1], length)
    before, after = splitting("BR", False, trial), splitting("BR", True, trial)
    assert after < before and abs(after) < abs(before)
    scan.append((length, before, after))

print("Decay lengths 1s, 2s, 2p: %.0f, %.0f, %.0f pm" % LENGTHS)
print(f"Slater integral F0: {F0 * HARTREE_EV:.4f} eV")
print(f"Slater integral F2: {F2 * HARTREE_EV:.4f} eV")
print(f"Hartree difference, m=1 minus m=0: {(hartree_1 - hartree_0) * MEV:.2f} meV")
print(f"Required exchange difference: {3 * F2 / 50 * MEV:.2f} meV")
print(f"Exact exchange lost without current part: {(F0 / 4 - F2 / 20) * HARTREE_EV:.4f} eV")
print(f"Local-exchange angular factor m=0: {factor_0:.5f} (no unit)")
print(f"Local-exchange angular factor m=1: {factor_1:.5f} (no unit)")
density_unit = HARTREE_EV / BOHR_NM**3
print(f"Test point: {POINT_PM:.0f} pm from nucleus, {POINT_DEG:.0f} degrees from axis")
print(f"n at point, m=1: {n_loc / BOHR_NM**3:.3f} nm^-3")
print(f"t at point: {tau_loc / 2 * density_unit:.2f} eV nm^-3")
print(f"Gradient term at point: {g2_loc / (8 * n_loc) * density_unit:.2f} eV nm^-3")
print(f"Current term at point: {J2_loc / (2 * n_loc) * density_unit:.2f} eV nm^-3")
print(f"Hole curvature Q, direct average: {q_direct / BOHR_NM**5:.2f} nm^-5")
print(f"Hole curvature Q, formula with j: {q_with / BOHR_NM**5:.2f} nm^-5")
print(f"Hole curvature Q, formula without j: {q_without / BOHR_NM**5:.2f} nm^-5")
print("Splittings E(m=1)-E(m=0), model atom with s shells:")
for name, value in results.items():
    print(f"  {name} without j: {value * MEV:.2f} meV")
    if name in corrected:
        print(f"  {name} with j: {corrected[name] * MEV:.2f} meV")
print(f"BR with j, main result converted: {corrected['BR'] * HARTREE_EV * constants.e:.3e} J")
print(f"BR change on coarser grid: {grid_change * MEV:.5f} meV")
print("Splittings for a lone p electron:")
for name, use_j in (("LSDA", False), ("PBE", False), ("BR", False), ("BR", True)):
    value = splitting(name, use_j, core=False)
    print(f"  {name} {'with' if use_j else 'without'} j: {value * MEV:.2f} meV")
print("BR splitting for other 2p decay lengths, with s shells:")
for length, before, after in scan:
    print(f"  {length:.0f} pm: without j {before * MEV:.2f} meV, with j {after * MEV:.2f} meV")
print("all good")
```

It prints:

```
Decay lengths 1s, 2s, 2p: 11, 40, 44 pm
Slater integral F0: 11.8889 eV
Slater integral F2: 5.7527 eV
Hartree difference, m=1 minus m=0: -345.16 meV
Required exchange difference: 345.16 meV
Exact exchange lost without current part: 2.6846 eV
Local-exchange angular factor m=0: 1.18002 (no unit)
Local-exchange angular factor m=1: 1.05061 (no unit)
Test point: 60 pm from nucleus, 60 degrees from axis
n at point, m=1: 356.696 nm^-3
t at point: 4839.80 eV nm^-3
Gradient term at point: 928.96 eV nm^-3
Current term at point: 1148.74 eV nm^-3
Hole curvature Q, direct average: -71825.64 nm^-5
Hole curvature Q, formula with j: -71825.64 nm^-5
Hole curvature Q, formula without j: -81875.94 nm^-5
Splittings E(m=1)-E(m=0), model atom with s shells:
  LSDA without j: 38.25 meV
  PBE without j: 149.32 meV
  TPSS without j: 342.55 meV
  TPSS with j: 227.33 meV
  SCAN without j: 328.40 meV
  SCAN with j: 54.89 meV
  BR without j: 236.97 meV
  BR with j: 6.90 meV
BR with j, main result converted: 1.106e-21 J
BR change on coarser grid: 0.06767 meV
Splittings for a lone p electron:
  LSDA without j: 313.44 meV
  PBE without j: 514.22 meV
  BR without j: 746.06 meV
  BR with j: 276.65 meV
BR splitting for other 2p decay lengths, with s shells:
  36 pm: without j 320.87 meV, with j 7.21 meV
  44 pm: without j 236.97 meV, with j 6.90 meV
  52 pm: without j 196.81 meV, with j 10.77 meV
all good
```
